# Why Preferential Oxidation of Protruding Atoms Keeps Silicon–Silica Interfaces Smooth

**Question.** Oxidation events strike a silicon surface at random, and random removal of atoms should leave it rough. Yet the interface under a thermal oxide a few nanometres thick is smooth to about one atomic layer. Suppose a silicon atom that protrudes into the oxide, and so has more oxidised neighbours, reacts faster. How does this preference oppose the roughening, can its effect be expressed as a line stiffness, and how smooth is a 3 nm oxide then?

**Answer.**

## The mechanism and the model

If all surface atoms react at the same rate, each column of silicon is consumed independently of its neighbours. The number of layers lost from a column then has a Poisson distribution. After a mean loss of $M$ layers its variance is $M$, which grows without limit.

A preference for protruding atoms couples the columns. A column that has lagged behind stands up into the oxide, its top atom has oxidised sides, and it catches up. A column that has run ahead ends in a pit with unoxidised silicon on both sides, and it waits. The interface has no memory of a target plane; each column responds to its neighbours.

To make this quantitative, take a cross-section of the interface as a line of columns of width $a$, built from layers of height $b$. Let $h_i$ be the number of silicon layers already lost from column $i$, so protruding silicon has a small $h_i$. There are no overhangs, which is the solid-on-solid assumption. The top atom of column $i$ oxidises irreversibly, $h_i\to h_i+1$, at a rate $r_n$, where $n=0,1,2$ is the number of side neighbours oxidised at its level, that is, with $h_j>h_i$. Each oxidised side is assumed to add the same amount to the rate:

$$r_n=r_0+n\delta,\qquad \delta=\frac{r_2-r_0}{2}>0,\qquad r_1=\frac{r_0+r_2}{2}.$$

This describes parallel channels of attack, one through each oxidised side. The line is closed into a ring of $N$ columns to avoid ends.

## The stationary shape of the moving line

Describe the shape by the slopes $u_i=h_{i+1}-h_i$, which sum to zero on the ring. With $[\,\cdot\,]$ equal to 1 if the statement inside is true and 0 otherwise,

$$n_i=[u_i>0]+[u_{i-1}<0].$$

An event in column $i$ lowers $u_i$ by one and raises $u_{i-1}$ by one.

Try the stationary weight $P(u)\propto\prod_i q^{|u_i|}$ with $0<q<1$. It is stationary if the total flow into each configuration equals the flow out. The flow out, divided by the weight, is $\sum_i r_{n_i}$.

For the flow in, the configuration before an event in column $i$ had slopes $u_i+1$ and $u_{i-1}-1$. Its count of oxidised sides was

$$n_i'=[u_i+1>0]+[u_{i-1}-1<0]=[u_i\ge0]+[u_{i-1}\le0].$$

Its weight differs through $|u_i+1|-|u_i|=2[u_i\ge0]-1$ and $|u_{i-1}-1|-|u_{i-1}|=2[u_{i-1}\le0]-1$. The weight ratio is therefore $q^{2n_i'-2}$, and the balance condition is

$$\sum_i r_{n_i'}\,q^{2n_i'-2}=\sum_i r_{n_i}.$$

For a flat ring all $n_i=0$ and all $n_i'=2$, so $r_2q^2=r_0$. This fixes

$$q=\sqrt{r_0/r_2}.$$

The terms on the left are then $r_0q^{-2}=r_2$ for $n'=0$, $r_1$ for $n'=1$ and $r_2q^2=r_0$ for $n'=2$. In each case this is $r_{2-n'}=r_0+(2-n')\delta$. Since $2-n_i'=[u_i<0]+[u_{i-1}>0]$, the left side is

$$Nr_0+\delta\sum_i\big([u_i<0]+[u_{i-1}>0]\big).$$

The right side is $Nr_0+\delta\sum_i([u_i>0]+[u_{i-1}<0])$. Shifting the index of one term in each sum turns both into $Nr_0$ plus $\delta$ times the number of nonzero slopes. They are equal, so the weight is stationary. All rates are positive, so any shape can be reached from any other, and this steady state is unique.

Additivity is needed for this weight. Take a flat ring in which one column has lost one extra layer. Its two neighbours have $n=1$, so the outflow is $2r_1+(N-2)r_0$. The inflow is $r_2+(N-1)r_0$: the lower column contributes $r_0q^{-2}=r_2$ and each other column $r_2q^2=r_0$. Equality requires $2r_1=r_0+r_2$.

The balance holds in the sum over columns, not between each event and its reverse, because there are no reverse events. The line advances steadily, yet its shapes have the statistics of an equilibrium line whose steps cost $K$ per layer in units of $k_BT$:

$$q=e^{-K},\qquad K=\tfrac12\ln\frac{r_2}{r_0}.$$

A numerical solution of the rate equations on a ring of four columns, with the example's rates, agrees with this weight to $2.4\times10^{-10}$ in every probability.

## From step cost to stiffness

On a long ring the slopes are practically independent. Normalisation follows from $1+2\sum_{u\ge1}q^u=(1+q)/(1-q)$:

$$p(u)=\frac{1-q}{1+q}\,q^{|u|}.$$

With $\sum_{u\ge1}u^2q^u=q(1+q)/(1-q)^3$, the slope variance is

$$\sigma^2=2\,\frac{1-q}{1+q}\,\frac{q(1+q)}{(1-q)^3}=\frac{2q}{(1-q)^2}.$$

Its inverse is

$$\frac1{\sigma^2}=\frac{1-2q+q^2}{2q}=\frac{q+q^{-1}}2-1=\cosh K-1.$$

Now ask how improbable a small mean slope $m$ is. The sum of $N$ slopes has variance $N\sigma^2$, and by the central limit theorem the probability of the sum $mN$ is proportional to $\exp[-Nm^2/(2\sigma^2)]$. Read as a Boltzmann factor, this is a cost $k_BTm^2/(2\sigma^2)$ per column. A continuous line with stiffness $\Gamma$ has energy $\int\tfrac12\Gamma(dz/dx)^2dx$. With $dz/dx=bm/a$, a column of width $a$ costs $\Gamma b^2m^2/(2a)$. Equating the two gives

$$\Gamma=\frac{k_BT\,a}{b^2\sigma^2}=\frac{k_BT\,a}{b^2}\left(\cosh K-1\right).$$

Since $\cosh K=\tfrac12\left(\sqrt{r_0/r_2}+\sqrt{r_2/r_0}\right)=r_1/\sqrt{r_0r_2}$,

$$\boxed{\Gamma=\frac{k_BT\,a}{b^2}\left(\frac{r_1}{\sqrt{r_0r_2}}-1\right)}$$

The bracket is the arithmetic mean of the extreme rates over their geometric mean, less one. It measures how unequal the rates are. The model contains no interfacial energy, so what it determines is $\Gamma/k_BT$, a statement about fluctuations; the factor $k_BT$ is a convention that gives $\Gamma$ its usual unit.

For a weak preference, $\cosh K-1\approx K^2/2$, and the stiffness vanishes quadratically as $r_2\to r_0$. For a strong one, $\cosh K\approx\tfrac12\sqrt{r_2/r_0}$. If the preference is a barrier lowered by $\Delta E$ with equal prefactors, then $K=\Delta E/(2k_BT)$, so a step costs half the barrier difference, and at fixed $\Delta E$ the ratio $\Gamma/k_BT$ falls on heating. If $r_2<r_0$, then $q>1$ and the weight cannot be normalised: this steady state does not exist.

## How the preference does the smoothing

The stiffness can also be found in the motion. In the steady state of a long line the mean rate per column is $r_0$ plus $\delta$ times the probability $2q/(1+q)$ of a nonzero slope. With $r_0=r_2q^2$ and $\delta=r_2(1-q^2)/2$,

$$v_0=r_2q^2+r_2q(1-q)=r_2q=\sqrt{r_0r_2}.$$

Next let the profile be slightly curved, with $c=h_{i+1}-2h_i+h_{i-1}$. For $c>0$ column $i$ protrudes. Assume local equilibrium: the slopes on its two sides keep the stationary distribution, except that their means are shifted to $+c/2$ on the right and $-c/2$ on the left. A factor $e^{\theta u}$ in $p(u)$ shifts the mean by $\sigma^2\theta$ to first order, so $\theta=\pm c/(2\sigma^2)$. By symmetry both sides contribute equally, and the mean rate is $r_0+2\delta P_+(\theta)$, where $P_+$ is the probability of a positive slope. At $\theta=0$,

$$\frac{dP_+}{d\theta}=\sum_{u\ge1}u\,p(u)=\frac{1-q}{1+q}\,\frac{q}{(1-q)^2}=\frac{q}{1-q^2}.$$

The rate therefore rises by $\nu c$, with

$$\nu=2\delta\,\frac{q}{1-q^2}\,\frac1{2\sigma^2}=\frac{r_2q}{2\sigma^2}=\frac{v_0}{2\sigma^2}.$$

This is the restoring drift. Without preference $\delta=0$ and it is absent. Opposing it are the random events, which add variance $v_0$ per unit time to each column. To linear order a height wave of wavenumber $k$ (per column, $k\ll1$) obeys

$$\frac{d}{dt}\langle|h_k|^2\rangle=-2\nu k^2\langle|h_k|^2\rangle+v_0.$$

Its stationary value is $v_0/(2\nu k^2)=\sigma^2/k^2$, the spectrum of a line with slope variance $\sigma^2$. The stiffness is thus the ratio of smoothing to noise.

The linear equation is not the whole dynamics. With a mean tilt the weight becomes $q^{|u|}e^{\theta u}$, and the probability of zero slope is $(1-qe^\theta)(1-qe^{-\theta})/(1-q^2)$. The speed is $r_0+\delta=r_1$ minus $\delta$ times this probability:

$$v=r_1-\frac{r_2}{2}\left(1+q^2-2q\cosh\theta\right)=v_0\cosh\theta,$$

because $r_2(1+q^2)/2=r_1$. Tilted parts advance faster, which is the nonlinearity of the Kardar–Parisi–Zhang equation. It leaves the stationary weight intact but changes how the line approaches it.

## How flat is flat?

On a ring, slopes have equal variances $s$ and equal covariances $g$. Their zero sum requires $Ns+N(N-1)g=0$, so $g=-s/(N-1)$. Two columns $j$ apart then differ in height by a mean square

$$js+j(j-1)g=s\,\frac{j(N-j)}{N-1}.$$

The squared width is half the average of this over all pairs. With $\sum_{j=1}^{N-1}j(N-j)=N(N^2-1)/6$,

$$W^2=\frac{s(N+1)}{12}\;\to\;\frac{\sigma^2N}{12}\quad\text{for large }N.$$

The width is in layers. It grows as the square root of the length, so even the preferred line is not flat in the strict sense. For a window cut from a much longer line, the mean square difference is $\sigma^2j$ and the mean separation is $N/3$, so $W^2=\sigma^2N/6$, twice as large.

A thin oxide may end before this state is reached. From a flat start the wave equation gives $\langle|h_k|^2\rangle=(\sigma^2/k^2)(1-e^{-2\nu k^2t})$. With $M=v_0t$ we have $2\nu t=M/\sigma^2\equiv s_t$, and for a long line

$$W^2=\frac{\sigma^2}{\pi}\int_0^\infty\frac{1-e^{-s_tk^2}}{k^2}\,dk=\frac{\sigma^2}{\pi}\sqrt{\pi s_t}=\sigma\sqrt{\frac M\pi}.$$

The integral follows by differentiating with respect to $s_t$, which gives $\int_0^\infty e^{-s_tk^2}dk=\tfrac12\sqrt{\pi/s_t}$, and integrating back from zero. The estimate needs $s_t\gg1$, but it does not become accurate as the oxide thickens: on a long line the nonlinear term gains weight with thickness, and $W^2$ finally grows as $M^{2/3}$, faster than $\sqrt M$. The linear result is therefore a rough guide that comes out too low. Compared with $W^2=M$ for independent columns, the preference changes the growth law, not just its prefactor.

## A 3 nm oxide on Si(001)

Take dry oxidation at 1173 K, where $k_BT=0.1011$ eV, with a growth rate of order 1 nm/min (textbook parameters for this face give nearer 0.5 nm/min; the value sets only the time scale, not the roughness at a given thickness). The column width is $a=0.384$ nm and the layer height $b=0.1358$ nm. The barrier with both sides oxidised is chosen 0.30 eV below that with none. Then

$$\frac{r_2}{r_0}=e^{0.30/0.1011}\approx19.4,\qquad q=0.227,\qquad K=1.48.$$

The step cost is 0.15 eV. The slope variance is $\sigma^2=2(0.227)/(0.773)^2\approx0.76$, and the bracket in the stiffness is $1/\sigma^2=1.32$. Hence

$$\Gamma=\frac{0.1011\times0.384}{0.1358^2}\times1.319\approx2.8\ \text{eV/nm}.$$

As a test of the definition, the distribution of summed slopes on 2000 columns was computed, and the cost of a total rise of 40 layers was converted to a stiffness. It gives 2.779 eV/nm against 2.776 eV/nm from the formula.

The silicon consumed per nanometre of oxide is the ratio of silicon atoms per volume in the oxide to that in the crystal. With a rough oxide density of 2.2 g/cm³ this is 0.4416 nm, where the extra digits are kept only to match the simulation. So 3 nm of oxide takes $M=3\times0.4416/0.1358=9.76$ layers. The linear estimate is

$$W=0.1358\,\sqrt{0.871\times\sqrt{9.76/\pi}}\approx0.17\ \text{nm}.$$

Simulated growth of a 200-column line from a flat start, stopped at the same $M$, gives these rms roughnesses:

- with the preference: 0.20 nm;
- with equal rates: 0.425 nm, as expected from $0.1358\sqrt{9.76}=0.424$ nm;
- with $r_0$ and $r_2$ exchanged: 1.15 nm.

The preference halves the roughness, and its reversal makes the line much rougher than independent columns. The linear estimate lies 16% below the simulated value. The start from a perfectly flat line, where local equilibrium does not yet hold, and the faster advance of tilted parts are both outside it; how the difference divides between them was not determined.

The stationary formula would give, for a closed line of 20 nm or 52 columns, $0.1358\sqrt{0.758\times52/12}\approx0.25$ nm (0.24 nm with the finite-ring correction). A 3 nm oxide does not reach that state. In the linear theory a wave decays by a factor $e$ after $v_0/(\nu k^2)=2\sigma^2/k^2$ layers. For $k=2\pi/52$ this is 104 layers, or 32 nm of oxide. This overstates the oxide needed about threefold: in a simulated stationary ring of 52 columns the correlation of this wave falls by a factor $e$ after about 32 layers, or 10 nm of oxide, in the direction expected from the nonlinear term, which speeds up the relaxation of long waves. Setting $2\sigma^2/k^2=9.76$ instead gives $k=0.39$, a wavelength of 16 columns or about 6 nm. The stiffness has acted on waves shorter than this and, because the nonlinear term speeds up relaxation, on somewhat longer ones too; much longer ones are still far below their stationary strength because the noise has had little time to build them.

## What the model leaves out

A real interface is two-dimensional. Simulated growth on a $24\times24$ array with four neighbours, the rate rising linearly from the same $r_0$ to the same $r_2$ when all four are oxidised, gives 0.13 nm at the same $M$, about 35% below the line. The array is also much shorter on a side than the line. Size matters for the line: a closed line of 24 columns gives only 0.16 nm at the same $M$. It matters little for the array: at 48 and 96 columns on a side the result is still 0.13 nm, about 0.004 nm higher. The drop from 0.20 to 0.13 nm is therefore an effect of dimension.

If barriers add instead of rates, $r_1$ becomes $\sqrt{r_0r_2}$, which is 3.25 instead of 7.54 per minute, and the product weight no longer holds. With $r_0$ and $r_2$ fixed, the simulated roughness at 3 nm rises slightly, to 0.215 nm. The stationary slope variance on a four-column ring rises more, from 0.31 to 0.55, which suggests, though a ring this small cannot prove it, that the long-time stiffness is more sensitive to this assumption than the thin-oxide roughness.

Oxidant transport also smooths, since a column under thicker oxide receives less oxidant. If the rate varies with oxide thickness $x$ as $1/(A+2x)$, with a rough $A=200$ nm (textbook values for this face are nearer 400 nm, which would halve the effect), one further layer lowers it by 0.3%. Over ten layers that removes about 3% of a height difference. This law, however, is known to fail for dry oxides thinner than roughly 20 nm, where growth starts faster and slows more steeply with thickness. With the usual empirical extra term, which decays over about 7 nm of oxide, the rate falls by roughly 3% per layer. If that steeper dependence acted on each column separately, it would remove about a quarter of a height difference over ten layers, some ten times the estimate above. It is not included here, so transport cannot be called negligible at 3 nm. The reverse reaction is suppressed by about $e^{-7/0.1011}\sim10^{-30}$ for a rough free energy gain of 7 eV per silicon atom.

Beside real gate-type oxides, the temperature and growth rate are ordinary, and an rms roughness of roughly 0.2 nm is the usual order for a good thermal interface. The model falls in that range, but this does not establish the mechanism: the 0.30 eV was chosen, and starting roughness, wafer miscut, oxide stress and flow, and the actual bonding of the diamond lattice are all absent. Of the departures simulated here, replacing the line by a two-dimensional array moves the 3 nm result most, from 0.20 to 0.13 nm. The remaining values are in the numerical output.

## Computed values

```
temperature: 1173 K
kT: 0.1011 eV
barrier drop, n=0 to n=2 (chosen): 0.3 eV
column width a: 0.384 nm
layer height b: 0.1358 nm
silicon consumed per oxide thickness: 0.4416
oxide thickness: 3 nm
oxide growth rate (rough): 1 nm/min
silicon layers consumed M: 9.757
rate ratio r2/r0: 19.45
q: 0.2267
step cost K: 1.484 kT
step cost: 0.15 eV
r0: 0.7374 1/min
r1: 7.54 1/min
r2: 14.34 1/min
speed v0: 3.252 layers/min
late speed, Monte Carlo: 3.12 layers/min
slope variance sigma2: 0.7584 layers^2
r1/sqrt(r0 r2) - 1: 1.319
stiffness, formula: 2.776 eV/nm
stiffness, from tilt cost: 2.779 eV/nm
smoothing nu: 2.144 1/min
smoothing nu, direct sum: 2.144 1/min
4-ring largest probability error: 2.4e-10
4-ring speed: 2.295 layers/min
4-ring slope variance, additive rates: 0.3054 layers^2
4-ring slope variance, additive barriers: 0.5521 layers^2
configurations tested for balance: 625
configurations unbalanced with wrong r1: 160
window: 20 nm
columns in window: 52
stationary roughness, closed line: 0.241 nm
stationary roughness, simple formula: 0.246 nm
oxide needed to relax window wave: 31.9 nm
Roughness at the example oxide thickness, from flat start:
  linear estimate: 0.168 nm
  Monte Carlo, with preference: 0.2 nm
  Monte Carlo, no preference: 0.425 nm
  Monte Carlo, reversed preference: 1.15 nm
  Monte Carlo, additive barriers: 0.215 nm
  Monte Carlo, two-dimensional: 0.129 nm
transport length A (rough): 200 nm
transport: rate drop per layer: 0.3 %
transport: smoothing wins above wavelength: 36 nm
transport: oxide needed to act: 1e+02 nm
reaction free energy (rough): 7 eV
reverse/forward rate (rough): 8e-31
```
